# Peak reflectance of a porous-silicon quarter-wave mirror

## Result

A porous-silicon mirror is a stack of $N$ pairs of layers on a silicon substrate. Each pair has a layer of high index $n_H$ (low porosity) on the illuminated side and one of low index $n_L$ (high porosity) beneath it. Each layer is a quarter wave thick at the vacuum wavelength $\lambda_0$: $d_j=\lambda_0/(4n_j)$. For light falling normally from a medium of index $n_0$, with substrate index $n_s$ and $\rho=n_H/n_L>1$,

$$R=\left(\frac{n_s\rho^{2N}-n_0}{n_s\rho^{2N}+n_0}\right)^2=\tanh^2\Theta,\qquad \Theta=N\ln\rho+\tfrac12\ln\frac{n_s}{n_0}. \tag{1}$$

The index ratio and the number of pairs therefore fix $R$ once $n_s/n_0$ is given. If also $n_H\ge n_0$ and $n_s\ge n_L$, this value is a true peak: with the indices held fixed, no other wavelength and no other set of layer thicknesses gives a larger reflectance.

The assumptions are real indices, flat interfaces, no magnetic response, pores much smaller than the wavelength, and a substrate from whose back face no light returns.

## Fields in one layer

Use Gaussian units and the time factor $e^{-i\omega t}$, with $k_0=\omega/c=2\pi/\lambda$. Let light travel along $z$, with $\mathbf E$ along $x$ and $\mathbf H$ along $y$. The equations $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0n^2\mathbf E$ become

$$\frac{dE}{dz}=ik_0H,\qquad \frac{dH}{dz}=ik_0n^2E. \tag{2}$$

A forward wave $E\propto e^{ik_0nz}$ has $H=nE$; a backward wave has $H=-nE$. Both $E$ and $H$ are tangential, so they are continuous at every interface.

Let a layer occupy $0<z<d$, with fields $E_b,H_b$ at its back, $z=d$. The solution of (2) with these values is

$$E(z)=E_b\cos[k_0n(z-d)]+\frac{iH_b}{n}\sin[k_0n(z-d)],$$
$$H(z)=H_b\cos[k_0n(z-d)]+inE_b\sin[k_0n(z-d)].$$

At the front, $z=0$, with $\delta=k_0nd$,

$$E_f=E_b\cos\delta-\frac{iH_b}{n}\sin\delta,\qquad H_f=H_b\cos\delta-inE_b\sin\delta. \tag{3}$$

Define the admittance $Y=H/E$. At a quarter wave, $\delta=\pi/2$, so $E_f=-iH_b/n$ and $H_f=-inE_b$. Dividing,

$$Y_f=\frac{n^2E_b}{H_b}=\frac{n^2}{Y_b}. \tag{4}$$

## From admittance to reflectance

In the incident medium let the forward and backward amplitudes at the front face be $E_i$ and $E_r$. Then $E=E_i+E_r$ and $H=n_0(E_i-E_r)$. Setting $H=YE$ gives $n_0(E_i-E_r)=Y(E_i+E_r)$, hence

$$r=\frac{E_r}{E_i}=\frac{n_0-Y}{n_0+Y},\qquad R=|r|^2. \tag{5}$$

The substrate carries a forward wave alone, so the admittance at its surface is $n_s$. By (4), the adjacent L layer changes this to $n_L^2/n_s$. The H layer above it gives

$$\frac{n_H^2}{n_L^2/n_s}=n_s\rho^2.$$

Each pair thus multiplies the admittance by $\rho^2$, and after $N$ pairs $Y=n_s\rho^{2N}$. Substitution in (5) gives the first form of (1). For the second form, write $Y/n_0=e^{2\Theta}$, so that

$$|r|=\frac{e^{2\Theta}-1}{e^{2\Theta}+1}=\tanh\Theta .$$

A common factor in $n_H$ and $n_L$ cancels, provided the thicknesses are reset to a quarter wave. For $N=0$, or for $\rho=1$, the formula returns the reflectance of the bare substrate. In the second case the porous film is a whole number of half waves thick and leaves the admittance unchanged.

## Why this value is a peak

Consider an interface from medium $a$ to layer $b$. Let $r_b$ be the ratio of backward to forward amplitude just inside $b$. By the argument leading to (5), $Y=n_b(1-r_b)/(1+r_b)$. Seen from $a$,

$$r_a=\frac{n_a-Y}{n_a+Y}=\frac{n_a(1+r_b)-n_b(1-r_b)}{n_a(1+r_b)+n_b(1-r_b)}=\frac{r_{ab}+r_b}{1+r_{ab}r_b},\qquad r_{ab}=\frac{n_a-n_b}{n_a+n_b}.$$

The last step divides numerator and denominator by $n_a+n_b$. The thickness of $b$ affects only the phase of $r_b$, through a factor $e^{2i\delta}$. Put $u=|r_{ab}|$, $v=|r_b|$, and let $\varphi$ be the phase between $r_{ab}$ and $r_b$. Then

$$1-|r_a|^2=\frac{(1-u^2)(1-v^2)}{1+u^2v^2+2uv\cos\varphi}.$$

This is least when $\cos\varphi=1$, so

$$|r_a|\le\frac{u+v}{1+uv}=\tanh(\operatorname{artanh}u+\operatorname{artanh}v).$$

The right side increases with $v$. One can therefore start at the substrate and add interfaces one by one: $\operatorname{artanh}|r|$ of the whole stack cannot exceed the sum of the values for its interfaces. For one interface, $(1+u)/(1-u)$ is the larger index divided by the smaller, so $\operatorname{artanh}u=\frac12|\ln(n_a/n_b)|$.

The mirror has one interface from $n_0$ to H, $2N-1$ interfaces between H and L, and one from L to the substrate. When $n_H\ge n_0$ and $n_s\ge n_L$, the sum is

$$\tfrac12\left[\ln\frac{n_H}{n_0}+(2N-1)\ln\rho+\ln\frac{n_s}{n_L}\right]
=\tfrac12\left[2N\ln\rho+\ln\frac{n_s}{n_0}\right]=\Theta .$$

Quarter-wave layers attain this bound, since (1) gives $|r|=\tanh\Theta$. Physically, all the interface reflections then return in phase.

If $n_s<n_L$, as for a film detached from its wafer with air behind it, the last interface has the wrong sign and the bound exceeds $\Theta$. An extra H layer at the back cures this. The admittance then starts as $n_H^2/n_s$, and $N$ pairs bring it to $(n_H^2/n_s)\rho^{2N}$. Hence $R=\tanh^2[N\ln\rho+\frac12\ln(n_H^2/n_0n_s)]$, which again equals the interface bound when $n_H\ge n_0$ and $n_H\ge n_s$.

## Many pairs, and the cost of an index error

From (1), the missing reflectance is

$$1-R=\operatorname{sech}^2\Theta=\frac{4e^{-2\Theta}}{(1+e^{-2\Theta})^2}\simeq\frac{4n_0}{n_s}\rho^{-2N}. \tag{6}$$

The relative error of the last form is about $2e^{-2\Theta}=2n_0/Y$. Each further pair divides the transmission by nearly $\rho^2$ when $Y\gg n_0$.

Solving (1) for $N$, a target $R$ above that of the bare substrate needs the smallest integer satisfying

$$N\ge\frac{\operatorname{artanh}\sqrt R-\frac12\ln(n_s/n_0)}{\ln\rho}. \tag{7}$$

To find the effect of an index error, write $\ln(1-R)=-2\ln\cosh\Theta$. Since $d\Theta/d\ln\rho=N$,

$$\frac{d\ln(1-R)}{d\ln\rho}=-2N\tanh\Theta. \tag{8}$$

A small fractional error in the ratio is thus multiplied by nearly $2N$ in the missing reflectance of a good mirror. This counts the change of $\rho$ only. An index error also detunes layers whose thicknesses are already fixed; that loss is of second order in the error but is present even when $\rho$ is unchanged. In the eight-pair example below, a 5% rise of both indices at fixed thicknesses raises $1-R$ at $\lambda_0$ by about half.

## The other layer order

With L outermost, each pair multiplies the admittance by $\rho^{-2}$, so $Y=n_s\rho^{-2N}$ and the reflectance at $\lambda_0$ is

$$R'=\tanh^2\left(N\ln\rho-\tfrac12\ln\frac{n_s}{n_0}\right).$$

For $n_s>n_0$ the substrate term now opposes the layers. If also $\rho<n_s/n_0$, as in the example below, the first pair acts as an antireflection coating. For $n_s>n_0$, $R'$ would vanish at $N=\ln(n_s/n_0)/(2\ln\rho)$ if this were an integer. For large $N$, $1-R'\simeq4Y/n_0=4(n_s/n_0)\rho^{-2N}$. This is $(n_s/n_0)^2$ times the transmission (6) of the right order at the same $N$.

## From porosity to index

The indices must come from a measurement or a mixing model. Bruggeman's model treats pores and silicon as spheres embedded in a medium of the unknown average permittivity $\varepsilon$.

Take a sphere of radius $a$ and permittivity $\varepsilon_i$ in a uniform field $E_0$. The potential is $-AE_0r\cos\theta$ inside and $-E_0r\cos\theta+BE_0a^3\cos\theta/r^2$ outside. Continuity of the potential at $r=a$ gives $A=1-B$. Continuity of the normal displacement gives $\varepsilon_iA=\varepsilon(1+2B)$. Eliminating $A$,

$$B=\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}.$$

The model requires the volume average of this dipole factor to vanish. For porosity $p$, with empty pores,

$$p\frac{1-\varepsilon}{1+2\varepsilon}+(1-p)\frac{\varepsilon_{\rm Si}-\varepsilon}{\varepsilon_{\rm Si}+2\varepsilon}=0.$$

Multiply by both denominators. The two terms become $p[\varepsilon_{\rm Si}+(2-\varepsilon_{\rm Si})\varepsilon-2\varepsilon^2]$ and $(1-p)[\varepsilon_{\rm Si}+(2\varepsilon_{\rm Si}-1)\varepsilon-2\varepsilon^2]$. Their sum gives $2\varepsilon^2-b\varepsilon-\varepsilon_{\rm Si}=0$, whose positive root is

$$n^2=\varepsilon=\frac{b+\sqrt{b^2+8\varepsilon_{\rm Si}}}{4},\qquad b=p(2-\varepsilon_{\rm Si})+(1-p)(2\varepsilon_{\rm Si}-1).$$

## A mirror for 1550 nm

Take air outside, a rough silicon index $n_s=3.48$, porosities of 50% and 75%, and $N=8$. The model gives $n_H=2.144$, $n_L=1.434$ and $\rho=1.495$. The thicknesses are

$$d_H=\frac{1550}{4(2.144)}\approx181\ \text{nm},\qquad d_L=\frac{1550}{4(1.434)}\approx270\ \text{nm},$$

or 3.61 µm in all. Then

$$\Theta=8(0.40210)+0.62352=3.840,\qquad Y=2166,\qquad R=\left(\frac{2165}{2167}\right)^2\approx0.998155.$$

Direct numerical integration of the wave equation through the same stack gives the same reflectance to the six decimals printed. The missing part is $1.845\times10^{-3}$; the large-$N$ form gives $4/2166=1.847\times10^{-3}$.

The peak property was tested in two ways. With indices fixed, a scan of the eight-pair mirror over $\lambda_0/\lambda=0.05$ to $1.95$ had its maximum at $\lambda_0$. For three pairs, the best of 3000 stacks with random layer thicknesses up to 600 nm reached 0.888, below the bound 0.902.

With L outermost, the zero would lie at $N=0.62352/0.40210=1.55$. Accordingly the central reflectance is 0.047 for one pair and 0.032 for two, far below the 0.306 of bare silicon. For two pairs the same wavelength range contains a value of 0.349, so the centre is no peak. At eight pairs the wrong order gives 0.978 in place of 0.998.

## What limits a real mirror

**Absorption.** Let the index be $n+i\kappa$. Intensity in a uniform medium falls as $e^{-2k_0\kappa z}$, so the absorption coefficient is $\alpha=4\pi\kappa/\lambda$. The energy flux is $(c/8\pi)\operatorname{Re}(EH^*)$. Equations (2), with $n^2$ replaced by $(n+i\kappa)^2$, give its loss per length as $(c/8\pi)\,2n\kappa k_0|E|^2$.

For weak absorption, use the lossless fields. In a very thick mirror $Y\to\infty$, so $E=0$ and $|H|=2n_0|E_i|$ at the front. In the first H layer $|E|=(2n_0|E_i|/n_H)\sin(k_0n_Hz)$; in the next L layer $|E|$ falls from this maximum to zero as a cosine. The mean of $\sin^2$ or $\cos^2$ over a quarter wave is $\frac12$. Dividing by the incident flux $(c/8\pi)n_0|E_i|^2$, layer $j$ of the first pair absorbs the fraction

$$\frac{2n_j\kappa_j}{n_0}\,\frac{2\pi}{\lambda_0}\,\frac{4n_0^2}{n_H^2}\,\frac{\lambda_0}{8n_j}=\frac{2\pi n_0\kappa_j}{n_H^2}.$$

At the back of the pair $E=0$ again, and $|H|$ has fallen by $n_L/n_H$. Successive pairs therefore absorb in the ratio $\rho^{-2}$, and the geometric sum is

$$A=\frac{2\pi n_0(\kappa_H+\kappa_L)}{n_H^2-n_L^2}. \tag{9}$$

For an assumed $\alpha=50\ \text{cm}^{-1}$ in both layers, $\kappa=6.17\times10^{-4}$ and $A=3.05\times10^{-3}$. The eight-pair mirror drops to $R=0.9951$. Equation (7) asks for $N\ge8.76$, hence nine pairs, to reach 0.999 without loss. With this absorption and these indices, even a very thick mirror stays near 0.997.

**Roughness.** Suppose the whole stack follows a gently varying height $h$, Gaussian with rms $\sigma$ and a lateral scale longer than $\lambda$. The reflected wave acquires the phase $qh$ with $q=2k_0n_0$. Completing the square in the Gaussian average gives $\langle e^{iqh}\rangle=e^{-q^2\sigma^2/2}$. The specular reflectance is therefore multiplied by

$$e^{-q^2\sigma^2}=\exp\left[-\left(\frac{4\pi n_0\sigma}{\lambda}\right)^2\right].$$

An assumed $\sigma=10$ nm removes 0.66% of the specular light. With absorption as well, $R\approx0.989$. This figure belongs to the model in which all interfaces move together. The light reaches mainly the first few interfaces, so their roughness is what counts. Independent heights of the same rms at each interface cost less than half as much, and roughness that starts from a polished surface and reaches 10 nm only at the bottom of the stack costs far less.

**Mixing model.** Looyenga's rule, $\varepsilon^{1/3}=p+(1-p)\varepsilon_{\rm Si}^{1/3}$, gives $\rho=1.389$ for the same porosities. With eight pairs and thicknesses retuned, $R=0.9940$: the missing reflectance grows by a factor of 3.2. This is the amplification in (8), whose value here is $-16.0$. If the thicknesses are left at the Bruggeman values, detuning lowers $R$ further, to 0.993. Neither rule is a faithful picture of the material: etched pores are often columnar rather than spherical, and in the spherical Bruggeman model a solid fraction below $1/3$, as in the 75% layer, no longer forms a connected skeleton. Porosity alone does not fix the third decimal in $R$, and with thicknesses set from an unsuitable model it may not fix the second; the layer indices need to be measured.

**Smaller effects.** A linear thickness drift of 5% from top to bottom, centred on the design thicknesses, lowers $R$ at 1550 nm by $5\times10^{-5}$. An assumed silicon dispersion of $-0.08$ per µm moves the peak by about 1 nm and changes its height by $2\times10^{-7}$. A polished back face of a transparent wafer adds at most $1.5\times10^{-6}$ if the light's coherence length is much shorter than the wafer's thickness, so that intensities add. This bound does not hold for a narrow laser line, for which the reflections from the mirror and the back face interfere.

**The practical case.** Such mirrors are made by anodising silicon in hydrofluoric acid while the current density is switched between two values. Etching proceeds downward, so the first layer formed stays outermost and should be the one of low porosity. The absorption and roughness used here are rough assumptions that vary with doping and etching conditions. The assumed absorption alone takes the mirror from 0.998 to 0.995, a larger loss than the ideal transmission. The further drop to about 0.989 holds only for fully correlated 10 nm roughness of the upper interfaces; a mirror etched into a polished wafer, with roughness building up at depth, would lose much less to this cause. Oblique incidence, pore-scale scattering, uncorrelated interface roughness and oxidation are not included. The remaining values are in the numerical output.

## Computed results

```
design wavelength = 1550 nm; silicon index (rough) = 3.48
porosity H, L = 50 %, 75 %
Bruggeman nH = 2.1437, nL = 1.4339, ratio = 1.4950
thickness H = 180.8 nm, L = 270.2 nm
pairs = 8; total thickness = 3.608 um
ln(ratio) = 0.40210; 0.5 ln(ns/n0) = 0.62352
Theta = 3.8403
front admittance Y = 2166.0
peak R, formula = 0.998155; wave equation = 0.998155
1-R = 1.8450e-03; large-N estimate = 1.8467e-03
bare silicon R = 0.3064
N =  1: R(H outermost) = 0.596208, central R(L outermost) = 0.047465
N =  2: R(H outermost) = 0.794234, central R(L outermost) = 0.031950
N =  3: R(H outermost) = 0.902136, central R(L outermost) = 0.275299
N =  4: R(H outermost) = 0.954971, central R(L outermost) = 0.570290
N =  6: R(H outermost) = 0.990819, central R(L outermost) = 0.894282
N =  8: R(H outermost) = 0.998155, central R(L outermost) = 0.977884
N = 10: R(H outermost) = 0.999630, central R(L outermost) = 0.995533
N = 12: R(H outermost) = 0.999926, central R(L outermost) = 0.999104
L outermost, N=2: central R = 0.0320, largest in scan = 0.3489
scan range lambda0/lambda = 0.05 to 1.95
wrong/right order transmission, N=14: 12.109; (ns/n0)^2 = 12.110
N=3 bound on R = 0.902136; best of 3000 random = 0.887574
target R = 0.999: N >= 8.762, so 9 pairs
d ln(1-R)/d ln(ratio): formula -15.9852, numerical -15.9852
assumed absorption = 50 cm^-1; kappa = 6.167e-04
with absorption: R = 0.995119, T = 1.839e-03, A = 3.041e-03
thick-mirror absorption limit A = 3.052e-03
assumed rms roughness = 10 nm; specular loss fraction = 6.551e-03
R with absorption and roughness = 0.98860
thickness drift 5 %: R at design = 0.998109, change = -4.62e-05
assumed silicon dispersion = -0.08 per um
with dispersion: peak R = 0.998155 at 1549 nm, change = 2.19e-07
back-face addition to R, at most = 1.50e-06
Looyenga nH = 2.1160, nL = 1.5236, ratio = 1.3888
Looyenga peak R (layers retuned) = 0.994016, 1-R = 5.984e-03
```
